# Hall and Longitudinal Lorenz Ratios with Separate Charge and Heat Relaxation Times, part 1

(Sections cited here and not found follow in the second part.)

## First half: the square law and its proof

### A case simple enough to see through

Take mobile carriers of charge \(q\), mass \(m\) and density \(n\), in a magnetic field \(\mathbf B=B\hat{\mathbf z}\). The magnetic force \(q\mathbf v\times\mathbf B\) turns every velocity at the signed rate

\[
\omega=\frac{qB}{m},\qquad
\left.\frac{d\mathbf v}{dt}\right|_B=\omega\,\mathbf v\times\hat{\mathbf z}.
\]

It does no work, so each carrier keeps its energy while it turns. The charge current sums \(q\mathbf v\) over the carriers. The heat current sums \((\varepsilon-\mu)\mathbf v\), where \(\varepsilon\) is the energy and \(\mu\) the chemical potential. The two sums therefore turn at the same rate \(\omega\).

Suppose now that collisions make the charge current decay in a time \(\tau_e\) and the heat current in a time \(\tau_h\). Let an electric field \(\mathbf E\) drive the first and a temperature gradient the second, with strengths \(D\) and \(S\):

\[
\frac{d\mathbf j}{dt}=D\mathbf E+\omega\,\mathbf j\times\hat{\mathbf z}-\frac{\mathbf j}{\tau_e},
\]
\[
\frac{d\mathbf j_Q}{dt}=S(-\nabla T)+\omega\,\mathbf j_Q\times\hat{\mathbf z}-\frac{\mathbf j_Q}{\tau_h}.
\]

Since \(\mathbf j\times\hat{\mathbf z}=(j_y,-j_x,0)\), a steady state with \(\mathbf E\) along \(x\) has \(j_y=-\omega\tau_e j_x\). In a weak field \(j_x\simeq D\tau_eE_x\), because the feedback of \(j_y\) on \(j_x\) is of second order in \(\omega\tau_e\). Hence

\[
\sigma_{xx}\simeq D\tau_e,\qquad \sigma_{yx}\simeq-\omega D\tau_e^2 .
\]

The system is isotropic about \(z\), so \(\sigma_{xy}=-\sigma_{yx}=\omega D\tau_e^2\). In the same way \(\kappa_{xx}\simeq S\tau_h\) and \(\kappa_{xy}\simeq\omega S\tau_h^2\). A longitudinal response contains one power of the relaxation time and a Hall response contains two. One power builds up the current and the other measures how far it turns before it decays. If \(\tau_h=\tau_e/2\), the longitudinal ratio \(\kappa_{xx}/\sigma_{xx}\) is half of \(S/D\), and the Hall ratio is a quarter of it.

This argument assumed that each current decays with a single time, and it left \(S/D\) open. The theorem below finds \(S/D\) and states what the collisions must satisfy.

### Assumptions and theorem

Energies are measured from \(\mu\) in thermal units, and averages are taken over the thermal window:

\[
x=\frac{\varepsilon-\mu}{k_BT},\qquad
w(x)=\frac{1}{4\cosh^2(x/2)},\qquad
\langle a\rangle=\int_{-\infty}^{\infty}w(x)\,a(x)\,dx .
\]

The assumptions are as follows.

**A1.** There is one isotropic parabolic band, \(\varepsilon=\hbar^2k^2/2m\), with two spin states and \(q=\pm e\). Collisions are rotation invariant and unaffected by the field. The lattice stays in equilibrium.

**A2.** The carriers are degenerate, \(k_BT\ll\mu\), and the leading order in \(k_BT/\mu\) is kept.

**A3.** Write the deviation from local equilibrium \(f_0\) as
\[
f_1=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot\mathbf g(x),
\]
and let the collision operator \(\Lambda\) act on the profile \(\mathbf g\). Then \(1\) and \(x\) are eigenfunctions of it:
\[
\Lambda 1=\frac{1}{\tau_e},\qquad \Lambda x=\frac{x}{\tau_h}.
\]

**A4.** The field is weak, \(|\omega|\tau_e\ll1\) and \(|\omega|\tau_h\ll1\), and Landau quantization is negligible.

The conductivities are defined by \(\mathbf j=\sigma\boldsymbol{\mathcal E}\) at uniform temperature and by \(\mathbf j_Q=\kappa(-\nabla T)\) at \(\mathbf j=0\), with \(\boldsymbol{\mathcal E}=\mathbf E-\nabla\mu/q\). Here \(\kappa\) is the carrier contribution alone. Let

\[
L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2,\qquad
r=\frac{\kappa_{xx}}{\sigma_{xx}TL_0},\qquad
L_H=\frac{\kappa_{xy}}{\sigma_{xy}TL_0}.
\]

**Theorem.** Under A1–A4,

\[
r=\frac{\tau_h}{\tau_e},\qquad L_H=\left(\frac{\tau_h}{\tau_e}\right)^2=r^2 .
\]

### Lemma 1: the equation for the energy profile

**Lemma 1.** To first order in the driving fields,

\[
\Lambda\mathbf g+\frac{q}{m}\mathbf B\times\mathbf g=\mathbf F,\qquad
\mathbf F=q\boldsymbol{\mathcal E}+k_Bx(-\nabla T).
\]

**Proof.** The steady Boltzmann equation is

\[
\mathbf v\cdot\nabla f+\frac{q}{\hbar}(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=-C[f_1],
\]

where \(C[f_1]\) is the rate at which collisions remove the deviation. Local equilibrium is \(f_0=1/(e^x+1)\), with \(\mu\) and \(T\) depending on position. At fixed \(\varepsilon\),

\[
\nabla x=-\frac{\nabla\mu}{k_BT}-x\frac{\nabla T}{T}.
\]

Because \(df_0/dx=k_BT\,\partial f_0/\partial\varepsilon\), this gives

\[
\nabla f_0=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
\left[\nabla\mu+k_Bx\nabla T\right].
\]

The velocity is \(\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar\), so the electric term acting on \(f_0\) is

\[
\frac{q}{\hbar}\mathbf E\cdot\nabla_{\mathbf k}f_0
=q\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}
=-\left(-\frac{\partial f_0}{\partial\varepsilon}\right)q\mathbf E\cdot\mathbf v .
\]

The magnetic term acting on \(f_0\) vanishes since \((\mathbf v\times\mathbf B)\cdot\mathbf v=0\). The terms \(\mathbf E\cdot\nabla_{\mathbf k}f_1\) and \(\mathbf v\cdot\nabla f_1\) are dropped: the first is of second order in the drives, and the second vanishes at first order for uniform drives. Moving the driving terms to the right leaves

\[
C[f_1]+\frac{q}{\hbar}(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f_1
=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot\mathbf F .
\]

In the magnetic term, the derivative of any function of energy is parallel to \(\mathbf v\) and drops out for the same reason as before. This removes the derivatives of both \(\partial f_0/\partial\varepsilon\) and \(\mathbf g\). What remains is the derivative of the explicit factor \(\mathbf v=\hbar\mathbf k/m\):

\[
\frac{q}{\hbar}(\mathbf v\times\mathbf B)\cdot\frac{\hbar}{m}\mathbf g
=\frac{q}{m}\,\mathbf g\cdot(\mathbf v\times\mathbf B)
=\frac{q}{m}\,\mathbf v\cdot(\mathbf B\times\mathbf g).
\]

The last step is a cyclic permutation of the triple product. A rotation-invariant linear operator takes a function that is linear in the direction of \(\mathbf k\) to another such function, changing at most its energy profile. So

\[
C[f_1]=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot(\Lambda\mathbf g),
\]

which defines \(\Lambda\). Every term now has the form \(\mathbf v\cdot(\dots)\) and the equation holds for all directions of \(\mathbf v\), so the vectors themselves must balance. ∎

The components perpendicular to \(\mathbf B\) combine into one complex number, \(g=g_x+ig_y\). Since \(\hat{\mathbf z}\times\mathbf g=(-g_y,g_x,0)\), and \(-g_y+ig_x=ig\), the cross product is multiplication by \(i\):

\[
(\Lambda+i\omega)\,g=F .
\]

### Lemma 2: the two currents

**Lemma 2.** To leading order in \(k_BT/\mu\),

\[
\mathbf j=\frac{qn}{m}\langle\mathbf g\rangle,\qquad
\mathbf j_Q=\frac{nk_BT}{m}\langle x\,\mathbf g\rangle .
\]

**Proof.** The charge current is

\[
\mathbf j=2\int\frac{d^3k}{(2\pi)^3}\,q\mathbf v\,
\left(-\frac{\partial f_0}{\partial\varepsilon}\right)(\mathbf v\cdot\mathbf g).
\]

Averaging over directions replaces \(v_iv_j\) by \(\delta_{ij}v^2/3\). With the density of states \(N=mk/(\pi^2\hbar^2)\) for both spins,

\[
\mathbf j=q\int d\varepsilon\,\frac{Nv^2}{3}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf g,
\qquad
\frac{Nv^2}{3}=\frac{mk}{\pi^2\hbar^2}\,\frac{\hbar^2k^2}{3m^2}=\frac{k^3}{3\pi^2m}.
\]

At the Fermi surface \(k_F^3/3\pi^2=n\), so this factor is \(n/m\). It varies as \(\varepsilon^{3/2}\), and its change across the thermal window is of relative order \(k_BT/\mu\). That change is odd in \(x\) at first order, so in the conductivities it enters at second order. Finally \(-(\partial f_0/\partial\varepsilon)\,d\varepsilon=-(df_0/dx)\,dx\), and

\[
-\frac{df_0}{dx}=\frac{e^x}{(e^x+1)^2}=\frac{1}{4\cosh^2(x/2)}=w(x).
\]

For the heat current, the charge \(q\) carried by each particle is replaced by \(\varepsilon-\mu=k_BTx\). ∎

Three averages are needed. First, \(\langle1\rangle=f_0(-\infty)-f_0(\infty)=1\). Next, \(\langle x\rangle=0\), since \(w\) is even. For \(\langle x^2\rangle\), integrate by parts with \(w=-df_0/dx\) and expand \(1/(e^x+1)=\sum_{l\ge1}(-1)^{l+1}e^{-lx}\):

\[
\langle x^2\rangle=2\int_0^\infty x^2w\,dx
=4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\sum_{l=1}^{\infty}\frac{(-1)^{l+1}}{l^2}
=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\]

### Proof of the theorem

The force \(F\) contains the profiles \(1\) and \(x\) alone, and by A3 both are eigenfunctions of \(\Lambda\), hence also of \(\Lambda+i\omega\). Dividing each part by its eigenvalue gives

\[
g=\frac{\tau_e}{1+i\omega\tau_e}\,q\mathcal E
+\frac{\tau_h}{1+i\omega\tau_h}\,k_Bx(-\nabla T),
\]

where \(\mathcal E\) and \(\nabla T\) now denote the complex combinations of their \(x\) and \(y\) components. Because \(\langle x\rangle=0\), the charge current contains the first part alone, and the heat current the second part alone:

\[
j=\frac{nq^2}{m}\,\frac{\tau_e}{1+i\omega\tau_e}\,\mathcal E,
\qquad
j_Q=\frac{\pi^2}{3}\frac{nk_B^2T}{m}\,\frac{\tau_h}{1+i\omega\tau_h}(-\nabla T).
\]

The condition \(\mathbf j=0\) is then met by \(\boldsymbol{\mathcal E}=0\), so the thermal conductivity needs no thermoelectric correction at this order. The driving strengths of the opening case are identified as

\[
D=\frac{nq^2}{m},\qquad S=\frac{\pi^2}{3}\frac{nk_B^2T}{m},\qquad
\frac{S}{D}=\frac{\pi^2}{3}\frac{k_B^2}{e^2}T=L_0T .
\]

For a field along \(x\), the real part of the complex current is the \(x\) component and the imaginary part the \(y\) component. Writing

\[
\frac{\tau}{1+i\omega\tau}=\frac{\tau-i\omega\tau^2}{1+\omega^2\tau^2}
\]

and using \(\sigma_{xy}=-\sigma_{yx}\), \(\kappa_{xy}=-\kappa_{yx}\), one finds

\[
\sigma_{xx}=\frac{D\tau_e}{1+\omega^2\tau_e^2},\quad
\sigma_{xy}=\omega\tau_e\,\sigma_{xx},\quad
\kappa_{xx}=\frac{S\tau_h}{1+\omega^2\tau_h^2},\quad
\kappa_{xy}=\omega\tau_h\,\kappa_{xx}.
\]

Dividing by \(TL_0=S/D\) gives, at any classical field,

\[
r=\frac{\tau_h}{\tau_e}\,\frac{1+\omega^2\tau_e^2}{1+\omega^2\tau_h^2},\qquad
L_H=\frac{\tau_h}{\tau_e}\,r .
\]

In a weak field the fraction containing \(\omega^2\) tends to one, and the theorem follows. ∎

### Remarks

**Sign.** Both Hall conductivities are odd in \(qB\). Electrons have \(\omega<0\) for \(B>0\), so both are negative in this convention, and the sign cancels in \(L_H\).

**Strong field.** The formulas above give

\[
\frac{L_H}{r^2}=\frac{1+\omega^2\tau_h^2}{1+\omega^2\tau_e^2}.
\]

When both \(|\omega|\tau_e\) and \(|\omega|\tau_h\) are large, \(L_H\to1\) while \(r\to\tau_e/\tau_h\). The Hall currents then no longer depend on the relaxation times, and the square law fails. If \(\tau_h<\tau_e\), this longitudinal ratio exceeds one.

**Hall resistivities.** The meaning of the square is clearer after the tensors are inverted. In complex form the electrical resistivity \(\rho\) and the thermal resistivity \(W=\kappa^{-1}\) are

\[
\rho_{xx}+i\rho_{yx}=\frac{1+i\omega\tau_e}{D\tau_e},\qquad
W_{xx}+iW_{yx}=\frac{1+i\omega\tau_h}{S\tau_h}.
\]

The imaginary parts are \(\rho_{yx}=\omega/D=B/(nq)\) and \(W_{yx}=\omega/S\), and the relaxation times have dropped out. Hence \(\rho_{yx}/W_{yx}=S/D=TL_0\). In the two-time model the Hall resistivities obey the Wiedemann–Franz relation with its standard constant, even when the longitudinal conductivities do not. In a weak field \(\rho_{yx}\simeq\sigma_{xy}/\sigma_{xx}^2\) and \(W_{yx}\simeq\kappa_{xy}/\kappa_{xx}^2\), so

\[
\frac{TL_0W_{yx}}{\rho_{yx}}\simeq\frac{L_H}{r^2}.
\]

In a weak field the square law is therefore the same statement as this relation between Hall resistivities. In a stronger classical field the two-time model still obeys the resistivity relation, but no longer the square law.

## Second half: when two times suffice, and a worked metal

### What is carried over

The scaled energy is \(x=(\varepsilon-\mu)/k_BT\), and \(\langle a\rangle\) is the average with weight \(w=1/[4\cosh^2(x/2)]\), for which \(\langle1\rangle=1\), \(\langle x\rangle=0\) and \(\langle x^2\rangle=\pi^2/3\). The signed cyclotron rate is \(\omega=qB/m\). The energy profile \(g\) of the deviation obeys \((\Lambda+i\omega)g=F\), with \(F=q\mathcal E+k_Bx(-\nabla T)\). The currents are \(j=(qn/m)\langle g\rangle\) and \(j_Q=(nk_BT/m)\langle xg\rangle\). The Lorenz ratios, divided by \(L_0=(\pi^2/3)(k_B/e)^2\), are \(r\) (longitudinal) and \(L_H\) (Hall). If \(\Lambda1=1/\tau_e\) and \(\Lambda x=x/\tau_h\), then \(r=\tau_h/\tau_e\) and \(L_H=r^2\) in a weak field.

### Proposition 1: collisions that have two times

Let impurities relax every profile at the rate \(1/\tau_0\), and let momentum-conserving collisions relax it towards a common drift at the rate \(1/\tau_c\):

\[
\Lambda g=\frac{g}{\tau_0}+\frac{g-\langle g\rangle}{\tau_c}.
\]

The momentum density is \(m\mathbf j/q=n\langle\mathbf g\rangle\). The second term has zero average, so it conserves momentum. Acting on the two profiles,

\[
\Lambda1=\frac1{\tau_0},\qquad
\Lambda x=\left(\frac1{\tau_0}+\frac1{\tau_c}\right)x .
\]

When the profiles \(1\) and \(x\) each relax with a single time, the weak-field Hall Lorenz ratio is the square of the longitudinal one, and the collision operator just given meets this condition. It remains to find the correction for finite \(k_BT/\mu\), to treat more general collisions, including phonon scattering, and to test the square law in a model metal.
